# Critical Donor Density in a Two-Dimensional Channel and Its Dielectric Environment

**Question.** An atomically thin semiconductor contains donors, each binding one electron. At what donor density do the overlapping orbitals turn the insulating impurity system into a metal, and how strongly does that density change when the material above and below the sheet is changed?

**Short answer.** For band mass $0.5$ electron masses and a sheet polarizability length of 4 nm, the estimate is about $5\times10^{13}\ \mathrm{cm^{-2}}$ when the surroundings have dielectric constant 1, and about $1\times10^{13}\ \mathrm{cm^{-2}}$ when they have 10. The familiar Coulomb scaling $n_c\propto\kappa^{-2}$ would predict a change by a factor of 100. For an ideally thin sheet with a fixed polarizability length, the sheet's own polarizability reduces this to about 4. In a real layer of finite thickness the change can be smaller still. Within the thin-sheet model the absolute densities are rougher than the ratio: asking for a bandwidth of half the on-site repulsion, instead of all of it, already lowers them by up to about a factor of two, and not all other errors of the model are quantified.

## The criterion

Place the donors on a square lattice of spacing $R$, so that $n=1/R^2$. Let $U$ be the repulsion between two electrons on one donor and $t$ the hopping amplitude between neighbours. Moving an electron to a distant, already occupied donor costs $U$. The extra electron and the hole left behind can then each lower their energy by spreading over the lattice. With nearest-neighbour hopping and orbitals treated as orthogonal, the band is

$$\varepsilon(\mathbf k)=-2t(\cos k_xR+\cos k_yR),$$

which runs from $-4t$ to $4t$. Its width is $W=8t$. If electron and hole each gain half this width, the charge gap is $U-W$, and it closes at

$$8t(R_c)=U,\qquad n_c=\frac{1}{R_c^2}. \tag{1}$$

This is the Hubbard criterion, used here as an estimate for the closing of the charge gap in a state without magnetic order. The coefficient is not sharp: the Brinkman–Rice (Gutzwiller) treatment of the same band places the transition at $U\approx1.6W$. The square lattice serves only to relate $n$, $R$ and $W$. Taken literally, with one electron per site and nearest-neighbour hopping alone, its Fermi surface is perfectly nested and antiferromagnetic order keeps a gap open at zero temperature; in mean-field theory that gap is still about $7t$ at $W=U$. The criterion also does not treat localization by the random positions of real donors.

## The potential inside the sheet

I use atomic units ($\hbar=e=m_e=4\pi\varepsilon_0=1$) in the derivation. The band is isotropic with mass $m$. The media above and below have dielectric constants $\varepsilon_1,\varepsilon_2$, and $\kappa=(\varepsilon_1+\varepsilon_2)/2$.

A charge density $\sigma(q)$ in the plane produces a potential that decays as $e^{-q|z|}$ on both sides. The jump in the normal displacement field gives $(\varepsilon_1+\varepsilon_2)q\phi=4\pi\sigma$, hence $\phi=2\pi\sigma/(\kappa q)$. The sheet also polarizes. Its in-plane dipole density is $-\alpha\nabla\phi$, whose bound charge is $\alpha\nabla^2\phi\to-\alpha q^2\phi$. For a unit point charge, $\sigma=1-\alpha q^2\phi$, so

$$\kappa q\,\phi=2\pi-2\pi\alpha q^2\phi
\quad\Rightarrow\quad
V(q)=\frac{2\pi}{q(\kappa+r_0q)},\qquad r_0=2\pi\alpha. \tag{2}$$

The sheet has been taken as thin compared with the lengths $1/q$ that matter. In this model the environment enters only through $\kappa$, and $r_0$ is held fixed as a property of the channel. For a layer of finite thickness that separation requires $\kappa$ to be well below the layer's own dielectric constants, as the last section explains.

In real space the angular integral gives $V(r)=\int_0^\infty J_0(qr)\,dq/(\kappa+r_0q)$. Write the denominator as $(\kappa+r_0q)^{-1}=r_0^{-1}\int_0^\infty e^{-(q+\kappa/r_0)s}ds$ and use $\int_0^\infty J_0(qr)e^{-qs}dq=(r^2+s^2)^{-1/2}$:

$$V(r)=\frac1{r_0}\int_0^\infty\frac{e^{-\kappa s/r_0}}{\sqrt{r^2+s^2}}\,ds. \tag{3}$$

For $r\gg r_0/\kappa$ the root is nearly $r$ wherever the exponential is appreciable, and $V\to1/(\kappa r)$. For $r\ll r_0/\kappa$, integrate by parts and put $v=\kappa s/r_0$. The integral becomes $\int_0^\infty e^{-v}\,\mathrm{arsinh}(vr_0/\kappa r)\,dv$. Since $\mathrm{arsinh}\,y\approx\ln 2y$ for large $y$ and $\int_0^\infty e^{-v}\ln v\,dv=-\gamma$,

$$V(r)\approx\frac1{r_0}\left[\ln\frac{2r_0}{\kappa r}-\gamma\right]. \tag{4}$$

To leading order for $r\ll r_0/\kappa$, $\kappa$ therefore appears only in an additive constant: the environment shifts the potential and leaves the force nearly unchanged. At distances comparable with $r_0/\kappa$ or larger, a larger $\kappa$ also weakens the force.

## One donor: orbital size and repulsion

Take the normalized trial orbital

$$\varphi(r)=\sqrt{\frac{2}{\pi}}\,\frac{e^{-r/b}}{b}. \tag{5}$$

Its density has the transform $(4/b^2)\int_0^\infty r e^{-2r/b}J_0(qr)dr$. Differentiating $\int_0^\infty e^{-pr}J_0(qr)dr=(p^2+q^2)^{-1/2}$ with respect to $p$, changing the sign and setting $p=2/b$ gives

$$\rho(q)=\frac4{b^2}\,\frac{2/b}{(4/b^2+q^2)^{3/2}}=\left(1+\frac{q^2b^2}{4}\right)^{-3/2}.$$

Since $|\nabla\varphi|^2=\varphi^2/b^2$, the kinetic energy is $1/(2mb^2)$. With $d^2q/(2\pi)^2\to q\,dq/(2\pi)$, the donor energy and repulsion are

$$E(b)=\frac1{2mb^2}-\int_0^\infty\frac{\rho(q)\,dq}{\kappa+r_0q},\qquad
U=\int_0^\infty\frac{\rho(q)^2\,dq}{\kappa+r_0q}. \tag{6}$$

The length $b$ is chosen to minimize $E$; call the minimum $E_0$. Two limits can be done by hand.

*Coulomb limit, $r_0=0$.* Put $q=(2/b)\tan\theta$. The first integral becomes $(2/\kappa b)\int_0^{\pi/2}\cos\theta\,d\theta=2/(\kappa b)$. Setting $dE/db=-1/(mb^3)+2/(\kappa b^2)$ to zero gives

$$b=\frac{\kappa}{2m}=\frac{a^*}{2},\qquad a^*=\frac{\kappa}{m},\qquad E_0=-\frac{2m}{\kappa^2}.$$

Here the orbital is the true ground state. From

$$-\frac{1}{2m}\nabla^2\varphi=-\frac1{2m}\left(\frac1{b^2}-\frac1{br}\right)\varphi, \tag{7}$$

the $1/r$ term cancels the attraction when $b=\kappa/2m$, and the function has no node. The repulsion is

$$U=\frac{2}{\kappa b}\int_0^{\pi/2}\cos^4\theta\,d\theta=\frac{3\pi}{8\kappa b}. \tag{8}$$

*Strongly polarizable sheet, $b\ll r_0/\kappa$.* Use (4). Rescaling $r=bu$ shows that $\langle\ln r\rangle=\ln b+\text{constant}$, so $E=1/(2mb^2)+(\ln b)/r_0+\text{constant}$. Its minimum satisfies $1/(mb^3)=1/(r_0b)$, or

$$b^2=\frac{r_0}{m}. \tag{9}$$

The orbital size has become independent of the environment, whereas in the Coulomb limit it grows in proportion to $\kappa$.

## Two donors: the hopping

Let $\varphi_a,\varphi_b$ sit on donors a distance $R$ apart, with $x=R/b$ and overlap $S$. The even and odd combinations have energies $(H_{aa}\pm H_{ab})/(1\pm S)$. Half their splitting defines the hopping:

$$t=\frac12\left[\frac{H_{aa}-H_{ab}}{1-S}-\frac{H_{aa}+H_{ab}}{1+S}\right]
=\frac{SH_{aa}-H_{ab}}{1-S^2}. \tag{10}$$

The integrals simplify in elliptic coordinates, $r_a+r_b=R\cosh\mu$ and $r_a-r_b=R\cos\nu$. The area element is $(R^2/4)(\cosh^2\mu-\cos^2\nu)\,d\mu\,d\nu=r_ar_b\,d\mu\,d\nu$, with $\mu\ge0$ and $0\le\nu<2\pi$. Using $K_n(x)=\int_0^\infty e^{-x\cosh\mu}\cosh n\mu\,d\mu$ and $\cosh^2\mu=(1+\cosh2\mu)/2$,

$$S=\frac{x^2}{2\pi}\left[2\pi\,\frac{K_0+K_2}{2}-\pi K_0\right]=\frac{x^2}{2}K_2(x). \tag{11}$$

In the same way, division by $r_a=(R/2)(\cosh\mu+\cos\nu)$ leaves the factor $(R/2)(\cosh\mu-\cos\nu)$, and the cosine integrates to zero:

$$\left\langle\varphi_a\left|\frac1{r_a}\right|\varphi_b\right\rangle=\frac{2}{\pi b^2}\,\frac R2\,2\pi K_1(x)=\frac{2x}{b}K_1(x). \tag{12}$$

By symmetry $1/r_b$ has the same matrix element, so (7) gives the kinetic element $T_{ab}=[2xK_1(x)-S]/(2mb^2)$. For the sheet potential,

$$H_{ab}=T_{ab}-2\langle\varphi_a|V(r_a)|\varphi_b\rangle,\qquad
H_{aa}=E_0-J,\qquad J=\langle\varphi_a|V(r_b)|\varphi_a\rangle,$$

and the two potential integrals are evaluated numerically.

For $r_0=0$ everything closes. Because $\varphi_b$ is an eigenstate of its own donor, $H_{ab}=E_0S-M$ with $M=(2x/\kappa b)K_1$. The terms in $E_0$ cancel in (10), leaving $t=(M-SJ)/(1-S^2)$. With $q=2y/b$,

$$J=\frac{2}{\kappa b}\int_0^\infty\frac{J_0(2xy)}{(1+y^2)^{3/2}}dy.$$

The standard integral $\int_0^\infty J_0(2xy)(y^2+A^2)^{-1/2}dy=I_0(xA)K_0(xA)$, differentiated with respect to $A$ at $A=1$, gives $-x(I_0K_1-I_1K_0)$ on the right, because $I_0'=I_1$ and $K_0'=-K_1$. On the left it gives minus the integral needed. Therefore

$$t=\frac{2x}{\kappa b}\,\frac{K_1-S\,(I_0K_1-I_1K_0)}{1-S^2}, \tag{13}$$

all Bessel functions having argument $x$.

## How the density scales

Insert (8) and (13) into (1). The factor $1/(\kappa b)$ cancels, and one equation for a pure number remains:

$$16x\,\frac{K_1-S\,(I_0K_1-I_1K_0)}{1-S^2}=\frac{3\pi}{8}.$$

Its solution is $x_c=3.06$. Since $R_c=x_cb=x_ca^*/2$,

$$n_c=\frac{C}{a^{*2}},\qquad C=\frac4{x_c^2}=0.43. \tag{14}$$

With $a^*=\kappa/m$, this is the rule $n_c\propto(m/\kappa)^2$.

For a polarizable sheet, measure lengths in $a^*$ and energies in $1/(\kappa a^*)=m/\kappa^2$. The kinetic scale $1/(ma^{*2})$ is the same unit. With $q=p/a^*$ the potential becomes

$$V=\frac1{\kappa a^*}\int_0^\infty\frac{J_0(pr/a^*)}{1+gp}\,dp,\qquad g=\frac{r_0}{\kappa a^*}=\frac{mr_0}{\kappa^2}.$$

Only $g$ remains, so $n_c=(m/\kappa)^2F(g)$. Let $f=d\ln F/d\ln g$. Varying $r_0$ alone changes $\ln n_c$ at the rate $f$. Varying $\kappa$ changes the prefactor at the rate $-2$ and $\ln g$ at the rate $-2$. The sensitivity is therefore

$$s\equiv-\frac{\partial\ln n_c}{\partial\ln\kappa}=2+2f
=2+2\,\frac{\partial\ln n_c}{\partial\ln r_0}. \tag{15}$$

When $g\to0$, $F\to C$ and $f\to0$, which restores $s=2$. Otherwise the environment and the channel's own polarizability are linked: the more $n_c$ falls with $r_0$, the less it responds to $\kappa$.

The opposite regime, $R$ and $b$ both small compared with $r_0/\kappa$, shows what sensitivity survives. Adding a constant $c$ to $V$ changes $H_{aa}$ by $-2c$ and $H_{ab}$ by $-2cS$. These changes cancel in (10), so $t$ does not see the constant in (4) and has the form $\tau(x)/r_0$. The repulsion does see it. With $c_U=\langle\ln(r_{12}/b)\rangle$, a pure number for this orbital, condition (1) reads

$$8\tau(x)=\ln\frac{2r_0}{\kappa b}-\gamma-c_U. \tag{16}$$

A larger $\kappa$ leaves $b$ and $\tau$ unchanged but lowers the right side logarithmically. Since $\tau$ falls with distance in the range used here, the critical spacing grows, but slowly.

## The size of the effect

Take $m=0.5$ electron masses and $r_0=4$ nm. These are round model parameters. Minimizing (6) and solving (1) gives:

| $\kappa$ | $b$ (nm) | $R_c$ (nm) | $n_c$ ($10^{13}\,\mathrm{cm^{-2}}$) | $s$ |
|---|---|---|---|---|
| 1 | 0.70 | 1.37 | 5.3 | 0.49 |
| 2.5 | 0.76 | 1.74 | 3.3 | 0.56 |
| 5 | 0.86 | 2.16 | 2.2 | 0.70 |
| 10 | 1.06 | 2.86 | 1.2 | 0.96 |

For $\kappa=10$ the arithmetic is as follows. At $R_c=2.859$ nm the hopping is 15.7 meV, so $8t\approx126$ meV, equal to $U=125.5$ meV within rounding. The density is $1/(2.859\ \mathrm{nm})^2=0.122\ \mathrm{nm^{-2}}=1.22\times10^{13}\ \mathrm{cm^{-2}}$.

From $\kappa=1$ to 10 the critical density falls by a factor of 4.4. Writing $n_c=1/(x^2b^2)$ separates two causes. The orbital grows, which contributes $(1.064/0.697)^2=2.33$. The required spacing measured in orbital lengths also grows, from 1.96 to 2.69, which contributes $(2.687/1.964)^2=1.87$. Their product is 4.36. The second factor would be 1 in the Coulomb limit, where $x_c$ is fixed.

The Coulomb rule fails in magnitude as well as in slope. At $\kappa=1$ it gives $381\times10^{13}\ \mathrm{cm^{-2}}$, about 70 times the sheet result. At $\kappa=10$ it gives $3.8\times10^{13}\ \mathrm{cm^{-2}}$, still about three times too high relative to the sheet result. In that case $r_0/\kappa=0.40$ nm is already smaller than $b=1.06$ nm, yet $s$ is only about half its Coulomb value. In the thin-sheet model, a screening length somewhat below the orbital length is thus not enough to restore $\kappa^{-2}$.

Relation (15) can be read off at $\kappa=2.5$. There $\partial\ln n_c/\partial\ln r_0=-0.719$, so $s=2-1.438=0.562$, in agreement with direct variation of $\kappa$. A 10% increase in $\kappa$ lowers $n_c$ by roughly 5 to 6%.

The environment can also switch the predicted phase at fixed doping. At $2.55\times10^{13}\ \mathrm{cm^{-2}}$, the geometric mean of the two extreme critical densities, $W/U=0.48$ for $\kappa=1$ and $2.2$ for $\kappa=10$. Within this criterion and the thin-sheet potential, the same donors form an insulator in the first environment and a metal in the second. The finite thickness of a real layer moves and narrows the range of densities where this happens. For the layer treated in the last section the range is 2.5 to $7.1\times10^{13}\ \mathrm{cm^{-2}}$, and at the density chosen here $W/U$ for $\kappa=10$ falls to about 1.0.

## How far the estimate can be trusted

**The orbital and the pair.** A radial diagonalization of one donor gives a binding energy of 677 meV at $\kappa=1$, against 664 meV from the exponential orbital, a deficit of 2%. Diagonalizing the one-electron donor pair in a large basis, with $U$ unchanged, replaces the critical densities 5.33 and 1.22 by 4.73 and 1.19 in units of $10^{13}\ \mathrm{cm^{-2}}$. Their ratio becomes 4.0 instead of 4.4. The two-orbital form of $t$ is therefore not the main uncertainty.

**The bandwidth.** The overlap at the transition is large: $S=0.34$ at $\kappa=10$ and $0.52$ at $\kappa=1$. If nearest-neighbour overlap alone were added to the lattice problem, the norm of a Bloch state would be proportional to $1+2S(\cos k_xR+\cos k_yR)$, whose minimum is $1-4S$. This is negative for both values, which is impossible for a norm. More distant overlaps cannot then be ignored, and $W=8t$ is a measure of the band scale, not a calculated impurity band. The difficulty is worst at small $\kappa$. There the one-band picture itself fails: for one electron in the square lattice of bare ions at $R_c$, the lowest band is 667 meV wide at $\kappa=1$, close to $8t=683$ meV, but it overlaps the second band by about 0.2 eV. At $\kappa=10$ the two bands are barely separated.

**The repulsion.** $U$ was computed with the one-electron orbital held fixed. In the Coulomb limit it is $3\pi m/(4\kappa^2)\approx2.36\,m/\kappa^2$, larger than the binding energy $2m/\kappa^2$. Allowing the two electrons to rearrange can only lower their ground-state energy, so the actual cost of double occupation is smaller. Screening by the other donors, also left out, should act in the same direction. The rearrangement alone is modest. A correlated two-electron calculation lowers the cost to about 632 meV at $\kappa=1$ and 106 meV at $\kappa=10$, that is $0.93U$ and $0.85U$, which gives densities 4.9 and $1.1\times10^{13}\ \mathrm{cm^{-2}}$ and a ratio of 4.5. A wider test, which also covers the uncertain coefficient in (1), is to demand $W=U/2$ instead of $W=U$. The densities then become $2.6$ and $0.8\times10^{13}\ \mathrm{cm^{-2}}$ for $\kappa=1$ and 10. The absolute density has dropped by up to a factor of two, while the ratio between environments, about 3.5, has changed much less.

**The continuum description.** An orbital length of 0.7 nm is only a few interatomic distances. The effective mass and the neglect of the donor's chemical core are both strained there, and less so at larger $\kappa$. Several valleys would add orbital states that this one-band count omits.

**The layer thickness.** The thin-sheet potential, by contrast, becomes less reliable as $\kappa$ grows. A layer of thickness $d$ takes the place of surrounding material that would itself have screened the charge. Let the layer have dielectric constants $\varepsilon_\parallel$ in the plane and $\varepsilon_\perp$ across it, with the same medium $\kappa$ on both sides and the charge in the middle plane. Solving the electrostatics of this layer and keeping the first order in $q$ in the denominator gives the form (2) again, but with

$$r_0=\frac d2\left(\varepsilon_\parallel-\frac{\kappa^2}{\varepsilon_\perp}\right).$$

For $d=0.6$ nm and both constants equal to 13.4, this is 4.0 nm at $\kappa=1$ but only 1.8 nm at $\kappa=10$. Screening in the second environment is then weaker than assumed in the table, and the critical density there is higher. The first order in $q$ is not sufficient either, because $qd$ exceeds 1 at $q\approx2/b$, so the layer also screens less than (2) at $\kappa=1$. With the full potential of this layer, and the orbital still confined to the middle plane, the critical densities are 7.1 and $2.5\times10^{13}\ \mathrm{cm^{-2}}$ for $\kappa=1$ and 10, a ratio of 2.8. The table describes an ideal sheet; it lies about a quarter below this layer at $\kappa=1$ and a factor of two below it at $\kappa=10$.

**The meaning of $\kappa$.** One constant has been used for binding, hopping and repulsion. That requires the surroundings to respond fast enough to follow the electron. With binding energies from 116 to 664 meV, slow lattice polarization need not do so, and inserting the static dielectric constant of a polar insulator may then overstate the effect of the environment.

The numerical output below contains the remaining energies, overlaps and alternative densities for each environment.

## Table of computed values

```
COULOMB LIMIT (r0 = 0)
x_c = R_c/b                     3.062
R_c/a*                          1.531
C = n_c a*^2 (W = U)            0.427
sqrt(C)                         0.653
C for W = U/2                   0.268
C with diagonalized pair        0.418
overlap S at x_c                0.266
MODEL: m = 0.5 m_e, r0 = 4.0 nm
kappa = 1.0
  r0/kappa, b, R_c (nm)         4.00, 0.697, 1.369
  binding: orbital, radial (meV) 664.0, 677.4
  U, t at R_c (meV)             682.9, 85.4
  R_c/b, overlap S              1.964, 0.518
  n_c (10^13 cm^-2)             5.33
  n_c, diagonalized pair (same) 4.73
  n_c for W = U/2 (same unit)   2.65
  sensitivity s                 0.494
kappa = 2.5
  r0/kappa, b, R_c (nm)         1.60, 0.760, 1.739
  binding: orbital, radial (meV) 397.3, 406.6
  U, t at R_c (meV)             414.2, 51.8
  R_c/b, overlap S              2.287, 0.431
  n_c (10^13 cm^-2)             3.31
  n_c, diagonalized pair (same) 3.04
  n_c for W = U/2 (same unit)   1.85
  sensitivity s                 0.562
kappa = 5.0
  r0/kappa, b, R_c (nm)         0.80, 0.861, 2.156
  binding: orbital, radial (meV) 233.7, 239.3
  U, t at R_c (meV)             247.8, 31.0
  R_c/b, overlap S              2.503, 0.379
  n_c (10^13 cm^-2)             2.15
  n_c, diagonalized pair (same) 2.04
  n_c for W = U/2 (same unit)   1.28
  sensitivity s                 0.696
kappa = 10.0
  r0/kappa, b, R_c (nm)         0.40, 1.064, 2.859
  binding: orbital, radial (meV) 115.6, 117.8
  U, t at R_c (meV)             125.5, 15.7
  R_c/b, overlap S              2.687, 0.338
  n_c (10^13 cm^-2)             1.22
  n_c, diagonalized pair (same) 1.19
  n_c for W = U/2 (same unit)   0.76
  sensitivity s                 0.955
COMPARISONS
n_c(kappa=1)/n_c(kappa=10)      4.36
same ratio, diagonalized pair   3.98
same ratio, Coulomb rule        100
Coulomb n_c, kappa=1.0  (10^13 cm^-2) 380.81
Coulomb n_c, kappa=10.0 (10^13 cm^-2) 3.81
dln n_c/dln r0 at kappa=2.5     -0.719
2 + 2 dln n_c/dln r0            0.562
middle density (10^13 cm^-2)    2.55
W/U there, kappa = 1 and 10     0.478, 2.158
same, diagonalized pair         0.539, 2.240
```
